# Equibiaxial moduli and film-induced curvature of (001) and (111) silicon wafers: a numerical check

```python
"""Equibiaxial moduli of cubic wafers and their curvature under a stressed film.

Results under test, for stiffness constants c11, c12, c44:
  B(001) = c11 + c12 - 2 c12^2/c11
  B(111) = 6 c44 (c11 + 2 c12)/(c11 + 2 c12 + 4 c44)
  curvature = 6 F/(B h^2)
F: film force per width (tension positive), h: wafer thickness.
Curvature is positive when the film side is concave. SI units inside.
"""
import numpy as np
from scipy.constants import g as gravity

GPA = 1e9


def modulus_001(c11, c12, c44):
    return c11 + c12 - 2 * c12**2 / c11


def modulus_111(c11, c12, c44):
    bulk3 = c11 + 2 * c12
    return 6 * c44 * bulk3 / (bulk3 + 4 * c44)


def cubic_tensor(c11, c12, c44):
    d = np.eye(3)
    tensor = c12 * np.einsum('ij,kl->ijkl', d, d)
    tensor += c44 * (np.einsum('ik,jl->ijkl', d, d)
                     + np.einsum('il,jk->ijkl', d, d))
    for i in range(3):
        tensor[i, i, i, i] += c11 - c12 - 2 * c44
    return tensor


def wafer_stiffness(constants, normal):
    """In-plane stiffness (xx, yy, xy) with all face tractions zero,
    and the out-of-plane strains (zz, yz, xz) per in-plane strain."""
    n = np.array(normal, float)
    n /= np.linalg.norm(n)
    helper = np.eye(3)[np.argmin(np.abs(n))]
    t1 = helper - (helper @ n) * n
    t1 /= np.linalg.norm(t1)
    rot = np.array([t1, np.cross(n, t1), n])
    c = np.einsum('ai,bj,ck,dl,ijkl->abcd', rot, rot, rot, rot,
                  cubic_tensor(*constants), optimize=True)
    pairs = [(0, 0), (1, 1), (0, 1), (2, 2), (1, 2), (0, 2)]
    m = np.array([[c[p + q] for q in pairs] for p in pairs])
    relaxed = -np.linalg.solve(m[3:, 3:], m[3:, :3])
    return m[:3, :3] + m[:3, 3:] @ relaxed, relaxed


def laminate_curvatures(q_wafer, h, q_film, h_film, film_stress):
    """Principal curvatures of a free film-wafer laminate; film_stress is
    the equibiaxial stress the film would have on a flat, unstrained wafer."""
    x, w = np.polynomial.legendre.leggauss(3)
    matrix, load = np.zeros((6, 6)), np.zeros(6)
    ratio = h_film / h
    layers = [(q_wafer, -0.5, 0.5, 0.0),
              (q_film, 0.5, 0.5 + ratio, film_stress)]
    for q, low, high, stress in layers:
        for xi, wi in zip(x, w):
            z = 0.5 * (low + high) + 0.5 * (high - low) * xi
            weight = 0.5 * (high - low) * wi
            shape = np.hstack([np.eye(3), -z * np.eye(3)])
            matrix += weight * shape.T @ q @ shape
            load += weight * shape.T @ np.array([stress, stress, 0.0])
    k = np.linalg.solve(matrix, -load)[3:] / h
    return np.linalg.eigvalsh([[k[0], k[2] / 2], [k[2] / 2, k[1]]])


# Inputs: silicon constants near room temperature; the rest is rough.
silicon = (165.7 * GPA, 63.9 * GPA, 79.6 * GPA)
thickness, radius, density = 725e-6, 0.100, 2330.0
film_thickness, film_stress = 500e-9, -300e6
film_young, film_poisson = 70 * GPA, 0.17
softening_per_kelvin, heating = 70e-6, 100.0
miscut_degrees = 4.0

force = film_stress * film_thickness
film_modulus = film_young / (1 - film_poisson)
q_film = film_young / (1 - film_poisson**2) * np.array(
    [[1, film_poisson, 0], [film_poisson, 1, 0],
     [0, 0, (1 - film_poisson) / 2]])

# Closed moduli against numerical elimination, for silicon and random crystals.
rng = np.random.default_rng(7)
crystals = [silicon]
for _ in range(40):
    a = rng.uniform(50, 300) * GPA
    crystals.append((a, a * rng.uniform(-0.3, 0.8),
                     a * rng.uniform(0.1, 0.9)))
for crystal in crystals:
    numeric = []
    for normal, closed in (((0, 0, 1), modulus_001), ((1, 1, 1), modulus_111)):
        q, _ = wafer_stiffness(crystal, normal)
        stress = q @ np.array([1.0, 1.0, 0.0])
        expected = closed(*crystal)
        assert np.allclose(stress, [expected, expected, 0],
                           rtol=1e-9, atol=1e-9 * crystal[0])
        numeric.append(stress[0])
    anis = 2 * crystal[2] / (crystal[0] - crystal[1])
    assert (numeric[1] > numeric[0]) == (anis > 1)
    ratio_formula = 3 * anis * crystal[0] / (
        crystal[0] + 2 * crystal[1] + 4 * crystal[2])
    assert np.isclose(numeric[1] / numeric[0], ratio_formula, rtol=1e-9)

# An elastically isotropic crystal must show no orientation dependence.
iso = (silicon[0], silicon[1], (silicon[0] - silicon[1]) / 2)
iso_stress = [wafer_stiffness(iso, n)[0] @ np.array([1.0, 1.0, 0.0])
              for n in ((0, 0, 1), (1, 1, 1))]
assert np.allclose(iso_stress[0], iso_stress[1], rtol=1e-9, atol=1.0)

b001, b111 = modulus_001(*silicon), modulus_111(*silicon)
assert abs(b001 / GPA - 180) < 1 and abs(b111 / GPA - 229) < 1
zener = 2 * silicon[2] / (silicon[0] - silicon[1])
bulk3 = silicon[0] + 2 * silicon[1]
normal_strain = {
    '001': -2 * silicon[1] / silicon[0],
    '111': 1 - 3 * bulk3 / (bulk3 + 4 * silicon[2])}

# Stoney curvature and its first correction against the full laminate.
normals = {'001': (0, 0, 1), '111': (1, 1, 1)}
moduli = {'001': b001, '111': b111}
stoney, full, correction = {}, {}, {}
for name, normal in normals.items():
    q, relaxed = wafer_stiffness(silicon, normal)
    assert np.allclose(relaxed @ np.array([1.0, 1.0, 0.0]),
                       [normal_strain[name], 0, 0], atol=1e-10)
    stoney[name] = 6 * force / (moduli[name] * thickness**2)
    pair = laminate_curvatures(q, thickness, q_film, film_thickness,
                               film_stress)
    assert abs(pair[0] / pair[1] - 1) < 1e-8
    full[name] = pair.mean()
    correction[name] = film_thickness / thickness * (
        1 - 4 * film_modulus / moduli[name])
    deviation = full[name] / stoney[name] - 1
    assert abs(deviation / correction[name] - 1) < 0.02  # next order in hf/h
assert abs(full['001'] / full['111'] / (b111 / b001) - 1) < 1e-3

# Contrast: the (110) wafer does not bend into a sphere.
q110, _ = wafer_stiffness(silicon, (1, 1, 0))
k110 = laminate_curvatures(q110, thickness, q_film, film_thickness,
                           film_stress)
assert abs(k110[0] / k110[1] - 1) > 0.05

# In-plane isotropic constants of the (111) wafer.
q111, _ = wafer_stiffness(silicon, (1, 1, 1))
compliance = np.linalg.inv(q111)
young = 1 / compliance[0, 0]
poisson = -compliance[0, 1] / compliance[0, 0]
assert np.isclose(1 / compliance[1, 1], young, rtol=1e-9)
assert np.isclose(1 / compliance[2, 2], young / (2 * (1 + poisson)), rtol=1e-9)
coupling = np.array([[1, poisson], [poisson, 1]])
nodes, weights = np.polynomial.legendre.leggauss(10)
rho = (nodes + 1) / 2
area_weights = weights / 2 * 2 * np.pi * rho * radius**2

# Midplane stretching: minimize membrane energy over radial displacement.
kappa = stoney['111']
membrane = young * thickness / (1 - poisson**2) * coupling
hess, grad = np.zeros((2, 2)), np.zeros(2)
for s, w in zip(rho, area_weights):
    basis = np.array([[1, 3 * s**2], [1, s**2]])
    start = np.array([(kappa * radius * s)**2 / 2, 0])
    hess += w * basis.T @ membrane @ basis
    grad += w * basis.T @ membrane @ start
coef = -np.linalg.solve(hess, grad)
stretch_energy = 0.0
for s, w in zip(rho, area_weights):
    basis = np.array([[1, 3 * s**2], [1, s**2]])
    strain = np.array([(kappa * radius * s)**2 / 2, 0]) + basis @ coef
    stretch_energy += w * strain @ membrane @ strain / 2
bend_energy = b111 * thickness**3 / 12 * kappa**2 * np.pi * radius**2
stiffening = young / b111 * kappa**2 * radius**4 / (16 * thickness**2)
# Energies scale as curvature^4 and curvature^2, so forces differ by a factor 2.
assert np.isclose(2 * stretch_energy / bend_energy, stiffening, rtol=1e-7)

# Gravity sag on a simple edge support: energy minimization against formula.
plate = young * thickness**3 / (12 * (1 - poisson**2))
weight_per_area = density * gravity * thickness
hess, load = np.zeros((2, 2)), np.zeros(2)
for s, w in zip(rho, area_weights):
    bend = np.array([[-2, -12 * s**2], [-2, -4 * s**2]]) / radius**2
    hess += w * plate * bend.T @ coupling @ bend
    load += w * weight_per_area * np.array([1 - s**2, 1 - s**4])
sag_numeric = np.linalg.solve(hess, load).sum()
sag = (5 + poisson) * weight_per_area * radius**4 / (
    64 * (1 + poisson) * plate)
assert np.isclose(sag_numeric, sag, rtol=1e-7)

# Miscut wafers, from the full laminate.
tilt = np.radians(miscut_degrees)
tilt_directions = {'001': (1, 1, 0), '111': (1, 1, -2)}
miscut = {}
for name, normal in normals.items():
    n = np.array(normal, float) / np.linalg.norm(normal)
    t = np.array(tilt_directions[name], float)
    t /= np.linalg.norm(t)
    q, _ = wafer_stiffness(silicon, np.cos(tilt) * n + np.sin(tilt) * t)
    pair = laminate_curvatures(q, thickness, q_film, film_thickness,
                               film_stress)
    miscut[name] = (pair.mean() / full[name] - 1,
                    abs((pair[1] - pair[0]) / pair.mean()))

rounded = tuple(round(c / GPA) * GPA for c in silicon)
misread = full['111'] * b001 * thickness**2 / (6 * film_thickness)

print("INPUTS")
print("C11, C12, C44 (GPa):", *[f"{c / GPA:.1f}" for c in silicon])
print(f"wafer thickness {thickness * 1e6:.0f} um, radius {radius * 1e3:.0f} mm")
print(f"film thickness {film_thickness * 1e9:.0f} nm")
print(f"film stress {film_stress / 1e6:.0f} MPa")
print(f"film Young modulus {film_young / GPA:.0f} GPa")
print(f"film Poisson ratio {film_poisson:.2f}")
print(f"silicon density {density:.0f} kg/m^3")
print("MODULI")
print(f"C11 + 2 C12 = {bulk3 / GPA:.1f} GPa")
print(f"anisotropy ratio A = {zener:.3f}")
for name in normals:
    print(f"B({name}) = {moduli[name] / GPA:.1f} GPa")
    print(f"normal/in-plane strain ({name}) = {normal_strain[name]:.3f}")
print(f"B(111)/B(001) = {b111 / b001:.3f}")
print("constants rounded to whole GPa:", *[f"{c / GPA:.0f}" for c in rounded])
print(f"  give B(001) = {modulus_001(*rounded) / GPA:.1f} GPa")
print(f"  give B(111) = {modulus_111(*rounded) / GPA:.1f} GPa")
print("CURVATURE")
print(f"film force per width = {force:.1f} N/m")
for name in normals:
    k = stoney[name]
    print(f"({name}) Stoney curvature = {k * 1e3:.3f} 1/km")
    print(f"({name}) radius of curvature = {abs(1 / k):.1f} m")
    print(f"({name}) centre-to-edge bow = {abs(k) * radius**2 / 2e-6:.1f} um")
    print(f"({name}) laminate curvature = {full[name] * 1e3:.3f} 1/km")
print(f"laminate curvature ratio 001/111 = {full['001'] / full['111']:.3f}")
print(f"(111) read with B(001): film stress = {misread / 1e6:.0f} MPa")
print("(110) principal curvatures (1/km):",
      *[f"{k * 1e3:.2f}" for k in k110])
print("NEGLECTED EFFECTS")
print(f"film modulus Bf = {film_modulus / GPA:.1f} GPa")
for name in normals:
    print(f"({name}) film-thickness correction = {correction[name]:.2e}")
    print(f"({name}) {miscut_degrees:.0f} deg miscut: mean curvature change "
          f"{100 * miscut[name][0]:.2f} %")
    print(f"({name}) same miscut: principal curvature spread "
          f"{100 * miscut[name][1]:.2f} %")
print(f"(111) in-plane Young modulus = {young / GPA:.1f} GPa")
print(f"(111) in-plane Poisson ratio = {poisson:.3f}")
print(f"(111) large-deflection curvature loss = {stiffening:.2e}")
print(f"(111) gravity sag, edge support = {sag * 1e6:.1f} um")
print(f"assumed softening = {softening_per_kelvin * 1e6:.0f} ppm/K")
print(f"modulus loss for {heating:.0f} K heating = "
      f"{100 * softening_per_kelvin * heating:.1f} %")
print("done: every assertion held")
```

It prints:

```
INPUTS
C11, C12, C44 (GPa): 165.7 63.9 79.6
wafer thickness 725 um, radius 100 mm
film thickness 500 nm
film stress -300 MPa
film Young modulus 70 GPa
film Poisson ratio 0.17
silicon density 2330 kg/m^3
MODULI
C11 + 2 C12 = 293.5 GPa
anisotropy ratio A = 1.564
B(001) = 180.3 GPa
normal/in-plane strain (001) = -0.771
B(111) = 229.1 GPa
normal/in-plane strain (111) = -0.439
B(111)/B(001) = 1.270
constants rounded to whole GPa: 166 64 80
  give B(001) = 180.7 GPa
  give B(111) = 229.8 GPa
CURVATURE
film force per width = -150.0 N/m
(001) Stoney curvature = -9.496 1/km
(001) radius of curvature = 105.3 m
(001) centre-to-edge bow = 47.5 um
(001) laminate curvature = -9.490 1/km
(111) Stoney curvature = -7.474 1/km
(111) radius of curvature = 133.8 m
(111) centre-to-edge bow = 37.4 um
(111) laminate curvature = -7.472 1/km
laminate curvature ratio 001/111 = 1.270
(111) read with B(001): film stress = -236 MPa
(110) principal curvatures (1/km): -9.49 -6.46
NEGLECTED EFFECTS
film modulus Bf = 84.3 GPa
(001) film-thickness correction = -6.01e-04
(001) 4 deg miscut: mean curvature change -0.31 %
(001) same miscut: principal curvature spread 0.31 %
(111) film-thickness correction = -3.26e-04
(111) 4 deg miscut: mean curvature change 0.25 %
(111) same miscut: principal curvature spread 5.67 %
(111) in-plane Young modulus = 169.1 GPa
(111) in-plane Poisson ratio = 0.262
(111) large-deflection curvature loss = 4.90e-04
(111) gravity sag, edge support = 18.7 um
assumed softening = 70 ppm/K
modulus loss for 100 K heating = 0.7 %
done: every assertion held
```
